# The acoustic sum rule for electron-phonon coupling and its long-wavelength limit: test program

```python
# Acoustic sum rule for electron-phonon matrix elements (Hartree atomic units).
# Tested: sum_kappa D^kappa_mn(k,q=0) = i (e_m - e_n) <mk|p|nk>, p = -i grad, where
# D^kappa_mn(k,q) = <m k+q| sum_R e^{iqR} dV_scf/dtau_{kappa R} |nk>, and small-q laws of
# g = (2 M w)^(-1/2) sum_kappa u_kappa D^kappa (M cell mass, w acoustic frequency,
# u_kappa = sqrt(M/M_kappa) e_kappa).  Model 1: sheets A,B of charge Z per AREA, Gaussian
# wells, separable projector on A, Hartree + LDA exchange, plane waves along x.
# Model 2: 3D fixed Gaussian potentials with spin-orbit term lam*sigma.(grad V x p).
import numpy as np
from scipy import constants as sc
HA = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e10
AMU = sc.atomic_mass / sc.m_e
A0, AREA, SIG, SNL = 6.0, 36.0, 0.8, 1.0
ZION, WELL, ENL, MASS_U = [1.0, 1.0], [-1.0, -0.4], [-0.3, 0.0], np.array([20.0, 30.0])
MASS = MASS_U * AMU
NG, NK, K0, H = 14, 16, 0.2, 1e-2
D1 = {-2: 1 / 12, -1: -8 / 12, 1: 8 / 12, 2: -1 / 12}
D2 = {-2: -1 / 12, -1: 16 / 12, 0: -30 / 12, 1: 16 / 12, 2: -1 / 12}

def beta(K):
    return (4 * np.pi * SNL**2)**0.25 * np.exp(-K**2 * SNL**2 / 2)

class Chain:
    def __init__(s, pos, kscr=0.0, ncell=1, nk=NK, start=None):
        s.pos, s.kscr, s.L, s.nk = np.array(pos, float), kscr, A0 * ncell, nk
        s.spec, ng, s.ngrid = [0, 1] * ncell, NG * ncell, 128 * ncell
        s.m, s.mq, s.mid = np.arange(-ng, ng + 1), np.arange(-2 * ng, 2 * ng + 1), 2 * ng
        s.G, s.Q = 2 * np.pi * s.m / s.L, 2 * np.pi * s.mq / s.L
        s.diff = s.m[:, None] - s.m[None, :] + s.mid
        s.nocc = ncell
        s.kpos = (np.arange(nk // 2) + 0.5) / nk * 2 * np.pi / s.L
        h0 = np.array([s.h_bare(k) for k in s.kpos])
        n = np.full(s.ngrid, 2.0 * s.nocc / s.L) if start is None else start.copy()
        for _ in range(400):
            c = np.linalg.eigh(h0 + s.hxc(n)[s.diff])[1][:, :, :s.nocc]
            box = np.zeros((len(s.kpos), s.ngrid, s.nocc), complex)
            box[:, s.m % s.ngrid, :] = c
            psi = np.fft.ifft(box, axis=1) * s.ngrid
            out = 4.0 / (nk * s.L) * np.sum(abs(psi)**2, axis=(0, 2))
            err = abs(out - n).max()
            n = n + 0.7 * (out - n)
            if err < 1e-12:
                break
        assert err < 1e-12
        s.n, s.vhxc = n, s.hxc(n)
    def kernel(s, Q):
        den = Q**2 + s.kscr**2
        return np.where(den > 1e-20, 4 * np.pi / AREA / np.maximum(den, 1e-20), 0.0)
    def local(s, sp, Q):
        return (WELL[sp] * SIG * np.sqrt(2 * np.pi) - ZION[sp] * s.kernel(Q)) * np.exp(-Q**2 * SIG**2 / 2)
    def vx(s, n):
        return -(3 * n / AREA / np.pi)**(1 / 3)
    def hxc(s, n):
        i = s.mq % s.ngrid
        return (s.kernel(s.Q) * np.fft.fft(n)[i] + np.fft.fft(s.vx(n))[i]) / s.ngrid
    def h_bare(s, k):
        K = k + s.G
        h = np.diag(K**2 / 2).astype(complex)
        for sp, t in zip(s.spec, s.pos):
            b = beta(K) * np.exp(-1j * K * t)
            h += (s.local(sp, s.Q) * np.exp(-1j * s.Q * t))[s.diff] / s.L
            h += ENL[sp] / s.L * np.outer(b, b.conj())
        return h
    def h(s, k):
        return s.h_bare(k) + s.vhxc[s.diff]
    def bare_dv(s, k, q, a):
        Q, sp = (q + s.Q)[s.diff], s.spec[a]
        w = s.local(sp, Q) + ENL[sp] * np.outer(beta(k + q + s.G), beta(k + s.G))
        return -1j * Q * w * np.exp(-1j * Q * s.pos[a]) / s.L
    def induced(s, q):  # linear-response Hartree+exchange potential, columns = sublattices
        nq = len(s.mq)
        S = (s.diff[None] == np.arange(nq)[:, None, None]).astype(complex)
        f = np.zeros(len(s.m)); f[:s.nocc] = 2.0
        df = f[None, :] - f[:, None]; mask = df != 0
        chi, dn = np.zeros((nq, nq), complex), np.zeros((nq, 2), complex)
        for k in np.concatenate([s.kpos, -s.kpos]):
            e, c = np.linalg.eigh(s.h(k)); eq, cq = np.linalg.eigh(s.h(k + q))
            w = df[mask] / (e[None, :] - eq[:, None])[mask] / (s.nk * s.L)
            M = (cq.conj().T @ (S @ c))[:, mask]
            chi += (M.conj() * w) @ M.T
            for a in range(2):
                dn[:, a] += (M.conj() * w) @ (cq.conj().T @ s.bare_dv(k, q, a) @ c)[mask]
        fx = np.fft.fft(s.vx(s.n) / (3 * s.n)) / s.ngrid
        Km = np.diag(s.kernel(q + s.Q)) + fx[(s.mq[:, None] - s.mq[None, :]) % s.ngrid]
        d = np.ones(nq); d[s.mid] = q if q > 0 else 1.0
        A = (np.eye(nq) - chi @ Km) * d[None, :] / d[:, None]
        return Km @ (np.linalg.solve(A, dn / d[:, None]) * d[:, None])
    def coupling(s, k, q, ind):
        c, cq = np.linalg.eigh(s.h(k))[1], np.linalg.eigh(s.h(k + q))[1]
        ov = np.sum(cq.conj() * c, axis=0); cq = cq * ov / abs(ov)
        return [cq.conj().T @ (s.bare_dv(k, q, a) + ind[:, a][s.diff]) @ c for a in range(2)]
    def head(s, q, ind):
        Q = np.array(q)
        return np.array([-1j * q * s.local(a, Q) * np.exp(-1j * q * s.pos[a]) / s.L
                         for a in range(2)]) + ind[s.mid]

def acoustic(q, k1, k2):
    off = -(k1 + k2 * np.exp(-1j * q * A0)) / np.sqrt(MASS.prod())
    w2, v = np.linalg.eigh(np.array([[(k1 + k2) / MASS[0], off], [np.conj(off), (k1 + k2) / MASS[1]]]))
    e = v[:, 0] * abs(v[0, 0]) / v[0, 0]
    return np.sqrt(w2[0]), e * np.sqrt(MASS.sum() / MASS)

def cx(z):
    return f"{z.real:+.6f}{z.imag:+.6f}i"

print(f"input: a={A0} bohr, area={AREA} bohr^2, Z={ZION}, wells={WELL} Ha, width={SIG} bohr")
print(f"input: projector on A {ENL[0]} Ha, width {SNL} bohr; masses {MASS_U.tolist()} u")
print(f"input: {2*NG+1} plane waves, {NK} k points, k={K0} bohr^-1, step h={H} bohr")
print(f"1 Ha = {HA:.4f} eV, 1 Ha/bohr = {HA/BOHR:.4f} eV/A, cell mass M = {MASS.sum():.1f} m_e")
pos = np.array([0.0, 2.4]); gs = Chain(pos)
e, c = np.linalg.eigh(gs.h(K0)); nb = 6
c = c * abs(c[NG]) / c[NG]
p = c.conj().T @ ((K0 + gs.G)[:, None] * c)
rhs = 1j * (e[:, None] - e[None, :]) * p
Dk, Dbare = [], 0
for a in range(2):
    runs = {j: Chain(pos + j * H * np.eye(2)[a], start=gs.n) for j in D1}
    Dk.append(c.conj().T @ sum(w * runs[j].h(K0) for j, w in D1.items()) @ c / H)
    Dbare = Dbare + c.conj().T @ sum(w * runs[j].h_bare(K0) for j, w in D1.items()) @ c / H
Ds = Dk[0] + Dk[1]
dev = abs(Ds - rhs)[:nb, :nb].max()
assert dev < 1e-7 and abs(Dk[0][0, 0]) > 1e-3 and abs(rhs[1, 0]) > 1e-3
print(f"B at {pos[1]} bohr; bands 1-3: {e[0]:.6f} {e[1]:.6f} {e[2]:.6f} Ha")
for n in range(3):
    print(f"band {n+1} intraband Ha/bohr: A {Dk[0][n,n].real:+.6f} B {Dk[1][n,n].real:+.6f} "
          f"|sum| {abs(Ds[n,n]):.0e} bare sum {Dbare[n,n].real:+.6f}")
print(f"band 1, sublattice A alone: {Dk[0][0,0].real*HA/BOHR:+.4f} eV/A")
assert abs(np.diag(Dbare)[:3]).max() > 1e-4
vel = c.conj().T @ sum(w * gs.h(K0 + j * 1e-3) for j, w in D1.items()) @ c / 1e-3
wrong = 1j * (e[1] - e[0]) * vel[1, 0]
assert abs(wrong - Ds[1, 0]) > 1e-3
print(f"e2-e1 = {e[1]-e[0]:.6f} Ha; p_21 = {cx(p[1,0])}, v_21 = {cx(vel[1,0])} a.u.")
print(f"D_21: A {cx(Dk[0][1,0])}, B {cx(Dk[1][1,0])} Ha/bohr")
print(f"D_21 sum {cx(Ds[1,0])}; i(e2-e1)p_21 {cx(rhs[1,0])} Ha/bohr")
print(f"|D_21| = {abs(Ds[1,0]):.6f} Ha/bohr = {abs(Ds[1,0])*HA/BOHR:.4f} eV/A")
print(f"with velocity: {cx(wrong)}; bare only: {cx(Dbare[1,0])} Ha/bohr")
print(f"max deviation, {nb}x{nb} block: {dev:.0e} Ha/bohr")
u = 0.37; es, cs = np.linalg.eigh(Chain(pos + u).h(K0))
ov = abs(np.sum(cs.conj() * np.exp(-1j * (K0 + gs.G) * u)[:, None] * c, axis=0))[:nb]
assert abs(es - e)[:nb].max() < 1e-9 and abs(ov - 1).max() < 1e-9
print(f"shift {u} bohr: max level change {abs(es-e)[:nb].max():.0e} Ha, 1-overlap {abs(ov-1).max():.0e}")
h2 = sum(w * (Chain(pos + j * H, start=gs.n) if j else gs).h(K0) for j, w in D2.items()) / H**2
fan = np.sum(abs(Ds[1:, 0])**2 / (e[0] - e[1:])); dw = (c[:, 0].conj() @ h2 @ c[:, 0]).real / 2
assert abs(fan + dw) < 1e-6 and dw > 1e-3
print(f"second order, band 1: Fan {fan:+.6f}, Debye-Waller {dw:+.6f} Ha/bohr^2")

# linear response checked against finite displacements
lin0 = gs.coupling(K0, 0.0, gs.induced(0.0))
d0 = max(abs(abs(lin0[a]) - abs(Dk[a]))[:nb, :nb].max() for a in range(2))
q3, hs = 2 * np.pi / (3 * A0), 1e-3
base = np.concatenate([pos + A0 * r for r in range(3)])
pat = np.array([[0.0, np.cos(q3 * A0 * r)] for r in range(3)]).ravel()
sp_, sm_ = [Chain(base + t * hs * pat, ncell=3, nk=6, start=np.tile(gs.n, 3)) for t in (1, -1)]
j = np.arange(-6, 7)
frozen = ((sp_.vhxc - sm_.vhxc) / hs)[sp_.mid + 1 + 3 * j]
d3 = abs(frozen - gs.induced(q3)[gs.mid + j, 1]).max()
assert d0 < 1e-7 and d3 < 2e-6 and abs(frozen).max() > 1e-3
print(f"response vs displacement: q=0 {d0:.0e}, q=2pi/3a {d3:.0e} Ha/bohr")

# small-q behaviour of the acoustic coupling
qs = [1e-2, 2e-4, 1e-4]
cases = [("piezo", gs, 0.10, 0.05, -0.5), ("centro", Chain([0.0, 3.0]), 0.08, 0.08, 0.5),
         ("screened", Chain(pos, kscr=0.5), 0.10, 0.05, 0.5)]
for name, ch, k1, k2, expected in cases:
    print(f"[{name}] B at {ch.pos[1]} bohr, springs {k1},{k2} Ha/bohr^2, screening {ch.kscr} bohr^-1")
    ee, cc = np.linalg.eigh(ch.h(K0))
    ref = (ee[1] - ee[0]) * abs(cc[:, 1].conj() @ ((K0 + ch.G) * cc[:, 0]))
    sound = A0 * np.sqrt(k1 * k2 / (k1 + k2) / MASS.sum())
    D, Dother, g, hd = [], [], [], []
    for q in qs:
        w, ua = acoustic(q, k1, k2); ind = ch.induced(q); heads = ch.head(q, ind)
        D.append(sum(x * y for x, y in zip(ua, ch.coupling(K0, q, ind))))
        Dother.append(sum(x * y for x, y in zip(ua, ch.coupling(-0.4, q, ind))))
        hd.append(ua @ heads); g.append(abs(D[-1]) / np.sqrt(2 * MASS.sum() * w))
        print(f" q={q:.0e}/bohr w={w*HA*1e3:.5f} meV |D11|={abs(D[-1][0,0]):.4e} Ha/bohr "
              f"|g11|={g[-1][0,0]*HA*1e3:.3f} |g21|={g[-1][1,0]*HA*1e3:.1f} meV")
    assert abs(w / (sound * q) - 1) < 1e-5 and abs(ua - 1).max() < 1e-3
    s11, s21 = [np.log2(g[1][m, 0] / g[2][m, 0]) for m in (0, 1)]
    assert abs(s11 - expected) < 0.02 and abs(s21 + 0.5) < 0.02
    assert abs(abs(D[2][1, 0]) / ref - 1) < 5e-3
    lim = np.concatenate([np.diag(2 * X[2] - X[1])[:3] for X in (D, Dother)])
    macro = 2 * hd[2] - hd[1]
    assert abs(lim - macro).max() < 1e-5
    assert (abs(macro) > 1e-4) if name == "piezo" else (abs(lim).max() < 1e-6)
    print(f" exponents g11 {s11:+.3f}, g21 {s21:+.3f}; c={sound:.4e} a.u.; (e2-e1)|p21|={ref:.6f} Ha/bohr")
    print(f" q->0: D11 {lim[0].real:+.6f} D22 {lim[1].real:+.6f} D11(k=-0.4) {lim[3].real:+.6f} "
          f"G=0 term {macro.real:+.6f} Ha/bohr")
    print(f" |D11|/q = {abs(D[2][0,0])/qs[2]:.4f} Ha at q={qs[2]:.0e}/bohr")
    if ch.kscr == 0:
        z = (heads * q * AREA * A0 / (4j * np.pi)).real
        assert abs(z.sum()) < 1e-3 and abs(z[0]) > 0.02
        print(f" Z*/eps_inf: A {z[0]:+.5f}, B {z[1]:+.5f}")

# 3D model with spin-orbit coupling
r = np.arange(-2, 3); G3 = 2 * np.pi / A0 * np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LAM, W3, T3 = 0.3, [-3.0, -1.5], np.array([[0, 0, 0], [2.4, 1.5, 0.6]])
def h3(k, tau):
    K = k + G3; Q = K[:, None] - K[None, :]
    V = sum(w * np.exp(-1j * Q @ t) for w, t in zip(W3, tau)) * (2 * np.pi)**1.5 / A0**3 * np.exp(-(Q**2).sum(-1) / 2)
    C = np.cross(K[:, None], K[None, :])
    return np.kron(np.eye(2), np.diag((K**2).sum(1) / 2) + V) + LAM * sum(
        np.kron(PAULI[i], 1j * V * C[..., i]) for i in range(3))
print(f"3D: wells {W3} Ha, width 1 bohr, B at {T3[1].tolist()} bohr, lam={LAM} bohr^2, {len(G3)} waves")
for k in (np.array([0.2, 0.1, -0.15]), np.zeros(3)):
    e3, c3 = np.linalg.eigh(h3(k, T3)); e3, c3 = e3[:8], c3[:, :8]; worst = bad = 0
    for al in range(3):
        part = []
        for a in range(2):
            dt = np.zeros((2, 3)); dt[a, al] = 5e-3
            part.append(c3.conj().T @ sum(w * h3(k, T3 + j * dt) for j, w in D1.items()) @ c3 / 5e-3)
        p3 = c3.conj().T @ (np.tile((k + G3)[:, al], 2)[:, None] * c3)
        dk = 1e-3 * np.eye(3)[al]
        v3 = c3.conj().T @ (h3(k + dk, T3) - h3(k - dk, T3)) @ c3 / 2e-3
        de = 1j * (e3[:, None] - e3[None, :])
        worst = max(worst, abs(sum(part) - de * p3).max()); bad = max(bad, abs(sum(part) - de * v3).max())
        if al == 0:
            pa, blk = part[0][0, 0].real, abs(sum(part)[:2, :2]).max()
    assert worst < 1e-7 and bad > 1e-4
    split = (e3[1::2] - e3[::2]).max()
    print(f" k={k.tolist()}/bohr: deviation with p {worst:.0e}, with v {bad:.5f} Ha/bohr, max pair split {split:.1e} Ha")
    assert (split > 1e-5) if k.any() else (split < 1e-10 and blk < 1e-7 and abs(pa) > 1e-4)
print(f" Kramers pair at k=0, x: atom A alone {pa:+.6f}, summed block max {blk:.0e} Ha/bohr")
print("PASS")
```

It prints:

```
input: a=6.0 bohr, area=36.0 bohr^2, Z=[1.0, 1.0], wells=[-1.0, -0.4] Ha, width=0.8 bohr
input: projector on A -0.3 Ha, width 1.0 bohr; masses [20.0, 30.0] u
input: 29 plane waves, 16 k points, k=0.2 bohr^-1, step h=0.01 bohr
1 Ha = 27.2114 eV, 1 Ha/bohr = 51.4221 eV/A, cell mass M = 91144.4 m_e
B at 2.4 bohr; bands 1-3: -1.028291 -0.272189 0.166216 Ha
band 1 intraband Ha/bohr: A -0.088158 B +0.088158 |sum| 3e-10 bare sum -0.000023
band 2 intraband Ha/bohr: A +0.033512 B -0.033512 |sum| 7e-10 bare sum -0.003608
band 3 intraband Ha/bohr: A +0.028077 B -0.028077 |sum| 4e-10 bare sum +0.001984
band 1, sublattice A alone: -4.5333 eV/A
e2-e1 = 0.756102 Ha; p_21 = +0.395483+0.099434i, v_21 = +0.525582+0.124656i a.u.
D_21: A -0.061763+0.364772i, B -0.013420-0.065746i Ha/bohr
D_21 sum -0.075183+0.299026i; i(e2-e1)p_21 -0.075183+0.299026i Ha/bohr
|D_21| = 0.308332 Ha/bohr = 15.8551 eV/A
with velocity: -0.094253+0.397393i; bare only: -0.079823+0.313272i Ha/bohr
max deviation, 6x6 block: 3e-09 Ha/bohr
shift 0.37 bohr: max level change 5e-14 Ha, 1-overlap 1e-15
second order, band 1: Fan -0.321991, Debye-Waller +0.321991 Ha/bohr^2
response vs displacement: q=0 2e-09, q=2pi/3a 6e-09 Ha/bohr
[piezo] B at 2.4 bohr, springs 0.1,0.05 Ha/bohr^2, screening 0.0 bohr^-1
 q=1e-02/bohr w=0.98731 meV |D11|=6.0596e-03 Ha/bohr |g11|=64.116 |g21|=3288.0 meV
 q=2e-04/bohr w=0.01975 meV |D11|=4.4521e-03 Ha/bohr |g11|=333.090 |g21|=23071.9 meV
 q=1e-04/bohr w=0.00987 meV |D11|=4.4516e-03 Ha/bohr |g11|=471.000 |g21|=32625.9 meV
 exponents g11 -0.500, g21 -0.500; c=3.6285e-03 a.u.; (e2-e1)|p21|=0.308332 Ha/bohr
 q->0: D11 +0.004451 D22 +0.004451 D11(k=-0.4) +0.004451 G=0 term +0.004451 Ha/bohr
 |D11|/q = 44.5157 Ha at q=1e-04/bohr
 Z*/eps_inf: A -1.13030, B +1.13030
[centro] B at 3.0 bohr, springs 0.08,0.08 Ha/bohr^2, screening 0.0 bohr^-1
 q=1e-02/bohr w=1.08156 meV |D11|=4.3995e-03 Ha/bohr |g11|=44.475 |g21|=2688.2 meV
 q=2e-04/bohr w=0.02163 meV |D11|=8.8353e-05 Ha/bohr |g11|=6.316 |g21|=18722.8 meV
 q=1e-04/bohr w=0.01082 meV |D11|=4.4105e-05 Ha/bohr |g11|=4.459 |g21|=26473.8 meV
 exponents g11 +0.502, g21 -0.500; c=3.9748e-03 a.u.; (e2-e1)|p21|=0.261838 Ha/bohr
 q->0: D11 -0.000000 D22 -0.000000 D11(k=-0.4) -0.000000 G=0 term -0.000000 Ha/bohr
 |D11|/q = 0.4410 Ha at q=1e-04/bohr
 Z*/eps_inf: A -1.18018, B +1.18018
[screened] B at 2.4 bohr, springs 0.1,0.05 Ha/bohr^2, screening 0.5 bohr^-1
 q=1e-02/bohr w=0.98731 meV |D11|=3.2113e-03 Ha/bohr |g11|=33.978 |g21|=3474.3 meV
 q=2e-04/bohr w=0.01975 meV |D11|=6.4575e-05 Ha/bohr |g11|=4.831 |g21|=24381.8 meV
 q=1e-04/bohr w=0.00987 meV |D11|=3.2289e-05 Ha/bohr |g11|=3.416 |g21|=34478.3 meV
 exponents g11 +0.500, g21 -0.500; c=3.6285e-03 a.u.; (e2-e1)|p21|=0.325839 Ha/bohr
 q->0: D11 -0.000000 D22 -0.000000 D11(k=-0.4) -0.000000 G=0 term -0.000000 Ha/bohr
 |D11|/q = 0.3229 Ha at q=1e-04/bohr
3D: wells [-3.0, -1.5] Ha, width 1 bohr, B at [2.4, 1.5, 0.6] bohr, lam=0.3 bohr^2, 125 waves
 k=[0.2, 0.1, -0.15]/bohr: deviation with p 3e-11, with v 0.09983 Ha/bohr, max pair split 5.7e-02 Ha
 k=[0.0, 0.0, 0.0]/bohr: deviation with p 4e-11, with v 0.13321 Ha/bohr, max pair split 1.9e-15 Ha
 Kramers pair at k=0, x: atom A alone -0.090170, summed block max 2e-11 Ha/bohr
PASS
```
